# Two-photon exchange in Rosenbluth separation, polarization transfer and positron-electron ratios: test program

```python
"""Two-photon exchange in elastic lepton-proton scattering.
Result under test: a correction -a*tau*(1-eps) to the electron reduced cross
section (in units GM^2) turns the Rosenbluth ratio r^2 into
rho^2=(r^2+a*tau)/(1-a), shifts the polarization ratio by only about a/2 when
it is magnetic, and gives the positron/electron ratio
R=1+2*tau*(1-eps)*(rho^2-r^2)/((tau+r^2)*(tau+eps*rho^2)).
tau=Q^2/4M^2, r=GE/GM, eps=photon polarization, mu=proton moment.
m, e: two-photon changes of GM, GE; Y: third amplitude nu*F3/M^2; all in
units of the Born GM.  Traces use M=1 and a massless lepton.
"""
import numpy as np
from scipy.constants import physical_constants as pc

metric = np.array([1.0, -1.0, -1.0, -1.0])
I2, Z2 = np.eye(2), np.zeros((2, 2))
pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]])]
gam = [np.block([[I2, Z2], [Z2, -I2]]).astype(complex)]
gam += [np.block([[Z2, s], [-s, Z2]]) for s in pauli]
g5 = 1j * gam[0] @ gam[1] @ gam[2] @ gam[3]
I4 = np.eye(4)


def slash(v):
    return sum(metric[i] * v[i] * gam[i] for i in range(4))


def kinematics(tau, eps):
    """Lab beam energy, scattered energy (units M) and sin^2(theta/2)."""
    t2 = (1 / eps - 1) / (2 * (1 + tau))
    s2 = t2 / (1 + t2)
    energy = tau + np.sqrt(tau**2 + tau / s2)
    return energy, energy - 2 * tau, s2


def traces(tau, eps, GM, GE, Y):
    """Spin-summed square and recoil polarizations for lepton helicity +."""
    E, E2, s2 = kinematics(tau, eps)
    k = E * np.array([1.0, 0, 0, 1])
    k2 = E2 * np.array([1, 2 * np.sqrt(s2 * (1 - s2)), 0, 1 - 2 * s2])
    p = np.array([1.0, 0, 0, 0])
    p2 = p + k - k2
    P, K = (p + p2) / 2, (k + k2) / 2
    F3 = Y / np.sum(metric * P * K)
    F2 = (GM - GE) / (1 + tau)
    Ks = slash(K)
    vertex = [GM * gam[i] - F2 * P[i] * I4 + F3 * P[i] * Ks for i in range(4)]
    bar = [gam[0] @ v.conj().T @ gam[0] for v in vertex]
    right = (I4 + g5) / 2
    W = np.zeros((4, 4), complex)
    for i in range(4):
        for j in range(4):
            lep = np.trace(slash(k2) @ gam[i] @ right @ slash(k) @ gam[j])
            W += (metric[i] * metric[j] * lep
                  * vertex[i] @ (slash(p) + I4) @ bar[j])
    mom = np.linalg.norm(p2[1:])
    zhat = p2[1:] / mom
    xhat = np.cross([0.0, 1.0, 0.0], zhat)
    spin_l = np.concatenate([[mom], p2[0] * zhat])
    spin_t = np.concatenate([[0.0], xhat])
    out = slash(p2) + I4
    total = np.trace(out @ W).real
    pol_t = np.trace(out @ g5 @ slash(spin_t) @ W).real / total
    pol_l = np.trace(out @ g5 @ slash(spin_l) @ W).real / total
    return total, pol_t, pol_l


def reduced(tau, eps, GM, GE, Y):
    return tau * traces(tau, eps, GM, GE, Y)[0] / traces(tau, eps, 1, 0, 0)[0]


def pol_ratio(tau, eps, GM, GE, Y):
    """GE/GM as a one-photon analysis of polarization transfer reads it."""
    _, pt, pl = traces(tau, eps, GM, GE, Y)
    assert pl > 0
    return -pt / pl * np.sqrt(tau * (1 + eps) / (2 * eps))


def interference(tau, eps, r, m, e, Y):
    """Part of the reduced cross section odd in the two-photon amplitudes."""
    return (reduced(tau, eps, 1 + m, r + e, Y)
            - reduced(tau, eps, 1 - m, r - e, -Y)) / 2


def pol_shift(tau, eps, r, m, e, Y, h=1e-3):
    """First-order change of the polarization ratio, by differences."""
    up = pol_ratio(tau, eps, 1 + h * m, r + h * e, h * Y)
    down = pol_ratio(tau, eps, 1 - h * m, r - h * e, -h * Y)
    return (up - down) / (2 * h)


# General first-order formulas against traces, with complex amplitudes
rng = np.random.default_rng(4)
for tau, eps, r in [(0.3, 0.15, 0.3), (1.4, 0.5, 0.15), (2.5, 0.85, -0.1)]:
    born = reduced(tau, eps, 1, r, 0)
    assert abs(born - tau - eps * r**2) < 1e-9
    assert abs(pol_ratio(tau, eps, 1, r, 0) - r) < 1e-9
    m, e, Y = 0.05 * (rng.normal(size=3) + 1j * rng.normal(size=3))
    want = 2 * tau * (m + eps * Y).real + 2 * eps * r * (e + Y).real
    assert abs(interference(tau, eps, r, m, e, Y) - want) < 1e-9
    gM, gE = (m + eps * Y).real, (e + Y).real
    want = gE - r * gM - r * Y.real * eps * (1 - eps) / (1 + eps)
    assert abs(pol_shift(tau, eps, r, m, e, Y) - want) < 1e-6

# Lepton charge: Born square is even, one-photon/two-photon term is odd
ka, kb = np.array([3.0, 0, 0, 3]), np.array([2.0, 1.2, 0, 1.6])
A, B, L = slash(ka), slash(kb), slash(rng.normal(size=4))
largest = 0.0
for i in range(4):
    for j in range(4):
        b_el = np.trace(B @ gam[i] @ A @ gam[j])
        b_po = np.trace(A @ gam[i] @ B @ gam[j])
        # reversing the line exchanges the two current indices' roles
        assert abs(b_el - b_po) < 1e-10
        for n in range(4):
            el = np.trace(B @ gam[i] @ L @ gam[j] @ A @ gam[n])
            po = np.trace(A @ gam[j] @ (-L) @ gam[i] @ B @ gam[n])
            assert abs(el + po) < 1e-10
            largest = max(largest, abs(el))
assert largest > 1.0

# Model parameters
M = pc['proton mass energy equivalent in MeV'][0] / 1000
mu = pc['proton mag. mom. to nuclear magneton ratio'][0]
a, y0 = 0.04, 0.02
grid = np.array([0.1, 0.2, 0.5, 0.8, 0.9])


def magnetic_model(eps, offset=0.0):
    Y = y0 * (1 - eps)
    return (offset - a * (1 - eps)) / 2 - eps * Y, -Y, Y


def lepton_data(tau, r, offset=0.0):
    born = np.array([reduced(tau, x, 1, r, 0) for x in grid])
    odd = np.array([interference(tau, x, r, *magnetic_model(x, offset))
                    for x in grid])
    return born, born + odd, born - odd


def rosenbluth(tau, sigma):
    """Straight-line fit; returns slope, intercept and apparent r^2."""
    slope, intercept = np.polyfit(grid, sigma, 1)
    assert np.max(abs(slope * grid + intercept - sigma)) < 1e-9
    return slope, intercept, tau * slope / intercept


print(f"proton mass = {M:.5f} GeV, moment mu = {mu:.5f} nuclear magnetons")
print(f"model: a = {a:.3f}, Y = {y0:.3f}*(1-eps)")
print("Same a at three Q^2 (ratios are mu*GE/GM, dimensionless):")
growth = []
for Q2 in (1.0, 3.0, 5.0):
    tau, r = Q2 / (4 * M**2), (1 - 0.12 * Q2) / mu
    born, electron, positron = lepton_data(tau, r)
    slope, intercept, rho2 = rosenbluth(tau, electron)
    assert abs(rho2 - (r**2 + a * tau) / (1 - a)) < 1e-8
    growth.append(np.sqrt(rho2) / r)
    print(f" Q2={Q2:.0f} GeV^2: tau={tau:.4f}, true={mu*r:.3f}, "
          f"Rosenbluth={mu*np.sqrt(rho2):.3f}, factor={growth[-1]:.3f}")
    print(f"   electric/magnetic part at eps=1, r^2/tau = "
          f"{100*r**2/tau:.2f} percent")
assert growth[0] < growth[1] < growth[2]

# Main example: the last point of the loop, Q^2 = 5 GeV^2
print(f"Main example Q2 = {Q2:.0f} GeV^2:")
print(f" r = {r:.5f}, r^2 = {r**2:.5f}, a*tau = {a*tau:.5f}")
print(f" electron line: intercept {intercept:.5f}, slope {slope:.5f}")
print(f" rho^2 = {rho2:.5f}, rho = {np.sqrt(rho2):.5f}")
ps, pi, prho2 = rosenbluth(tau, positron)
assert ps < 0 and abs(prho2 - (r**2 - a * tau) / (1 + a)) < 1e-8
print(f" positron line: intercept {pi:.5f}, slope {ps:.5f}")
print(f" positron apparent r^2 = {prho2:.5f}")
a_back = (rho2 - r**2) / (tau + rho2)
assert abs(a_back - a) < 1e-8
print(f" a recovered from the two ratios = {a_back:.5f}")

fine = np.linspace(0, 1, 100001)
peak = np.max(fine * (1 - fine) / (1 + fine))
assert abs(peak - (3 - 2 * np.sqrt(2))) < 1e-8
print(f" maximum of eps(1-eps)/(1+eps) = {peak:.4f}")
print("Reduced cross sections in GM^2, charge ratio, polarization ratio:")
for x, b, s_el, s_po in zip(grid, born, electron, positron):
    R = s_po / s_el
    predicted = 1 + (2 * tau * (1 - x) * (rho2 - r**2)
                     / ((tau + r**2) * (tau + x * rho2)))
    assert abs(R - predicted) < 1e-8
    rel = pol_shift(tau, x, r, *magnetic_model(x)) / r
    assert abs(rel) <= a / 2 + peak * y0
    print(f" eps={x:.1f}: Born {b:.5f}, e- {s_el:.5f}, e+ {s_po:.5f}, "
          f"e+/e- {R:.4f}")
    print(f"   e- change {100*(s_el/b-1):.2f} percent; mu*r from pol. "
          f"{mu*r*(1+rel):.4f} (shift {100*rel:.2f} percent)")
E, E2, s2 = kinematics(tau, 0.2)
print(f" eps=0.2 needs beam energy {E*M:.3f} GeV, "
      f"lab angle {np.degrees(2*np.arcsin(np.sqrt(s2))):.1f} deg")

# Same electron cross section from constant effective form factors
GMc, GEc = np.sqrt(1 - a), np.sqrt(r**2 + a * tau)
for x, s_el in zip(grid, electron):
    assert abs(reduced(tau, x, GMc, GEc, 0) - s_el) < 1e-9
    assert abs(pol_ratio(tau, x, GMc, GEc, 0) - np.sqrt(rho2)) < 1e-8
print("Counterexample, same e- cross section, electric origin:")
print(f" mu*GE/GM from polarization = "
      f"{mu*pol_ratio(tau, 0.5, GMc, GEc, 0):.3f}")
small = 0.01
rel_e = pol_shift(tau, 0.5, r, 0, small, 0) / r
sig_e = interference(tau, 0.5, r, 0, small, 0) / reduced(tau, 0.5, 1, r, 0)
assert abs(rel_e - small / r) < 1e-7
print(f" electric change of {small:.2f} GM at eps=0.5: polarization ratio "
      f"{100*rel_e:.2f} percent,")
print(f"   cross section {100*sig_e:.3f} percent")

# A constant offset hardly moves rho but shifts the charge ratio
offset = 0.01
_, el_o, po_o = lepton_data(tau, r, offset)
rho2_o = rosenbluth(tau, el_o)[2]
change_rho = np.sqrt(rho2_o / rho2) - 1
assert abs(change_rho) < offset
assert po_o[-1] / el_o[-1] < 1 < positron[-1] / electron[-1]
print(f"Constant offset {offset:.2f} added to the e- correction:")
print(f" Rosenbluth mu*rho = {mu*np.sqrt(rho2_o):.3f} "
      f"(change {100*change_rho:.2f} percent)")
print(f" e+/e- at eps=0.2: {po_o[1]/el_o[1]:.4f}, "
      f"at eps=0.9: {po_o[-1]/el_o[-1]:.4f}")
print("done: every assertion held")
```

Output:

```
proton mass = 0.93827 GeV, moment mu = 2.79285 nuclear magnetons
model: a = 0.040, Y = 0.020*(1-eps)
Same a at three Q^2 (ratios are mu*GE/GM, dimensionless):
 Q2=1 GeV^2: tau=0.2840, true=0.880, Rosenbluth=0.948, factor=1.077
   electric/magnetic part at eps=1, r^2/tau = 34.96 percent
 Q2=3 GeV^2: tau=0.8519, true=0.640, Rosenbluth=0.839, factor=1.311
   electric/magnetic part at eps=1, r^2/tau = 6.16 percent
 Q2=5 GeV^2: tau=1.4199, true=0.400, Rosenbluth=0.793, factor=1.981
   electric/magnetic part at eps=1, r^2/tau = 1.44 percent
Main example Q2 = 5 GeV^2:
 r = 0.14322, r^2 = 0.02051, a*tau = 0.05680
 electron line: intercept 1.36309, slope 0.07731
 rho^2 = 0.08053, rho = 0.28378
 positron line: intercept 1.47668, slope -0.03628
 positron apparent r^2 = -0.03489
 a recovered from the two ratios = 0.04000
 maximum of eps(1-eps)/(1+eps) = 0.1716
Reduced cross sections in GM^2, charge ratio, polarization ratio:
 eps=0.1: Born 1.42193, e- 1.37082, e+ 1.47305, e+/e- 1.0746
   e- change -3.59 percent; mu*r from pol. 0.4066 (shift 1.65 percent)
 eps=0.2: Born 1.42399, e- 1.37855, e+ 1.46942, e+/e- 1.0659
   e- change -3.19 percent; mu*r from pol. 0.4055 (shift 1.39 percent)
 eps=0.5: Born 1.43014, e- 1.40174, e+ 1.45854, e+/e- 1.0405
   e- change -1.99 percent; mu*r from pol. 0.4033 (shift 0.83 percent)
 eps=0.8: Born 1.43629, e- 1.42493, e+ 1.44765, e+/e- 1.0159
   e- change -0.79 percent; mu*r from pol. 0.4015 (shift 0.36 percent)
 eps=0.9: Born 1.43834, e- 1.43266, e+ 1.44402, e+/e- 1.0079
   e- change -0.39 percent; mu*r from pol. 0.4008 (shift 0.19 percent)
 eps=0.2 needs beam energy 3.462 GeV, lab angle 84.5 deg
Counterexample, same e- cross section, electric origin:
 mu*GE/GM from polarization = 0.793
 electric change of 0.01 GM at eps=0.5: polarization ratio 6.98 percent,
   cross section 0.100 percent
Constant offset 0.01 added to the e- correction:
 Rosenbluth mu*rho = 0.788 (change -0.52 percent)
 e+/e- at eps=0.2: 1.0449, at eps=0.9: 0.9882
done: every assertion held
```
